# The Mixed One-Body Green's Function as a Logarithmic Derivative of the Overlap

## What is missing without the result

In auxiliary-field Monte Carlo a many-electron state is represented by a collection of Slater determinants, the walkers. The energy is measured with a fixed trial determinant $|\Psi\rangle$ on the left and a walker $|\Phi\rangle$ on the right:

$$E_L=\frac{\langle\Psi|\hat H|\Phi\rangle}{\langle\Psi|\Phi\rangle}.$$

Unless the two determinants are the same state up to a factor, the ordinary density matrix of either one does not in general give this ratio. That of $\Psi$ knows nothing of the walker: in the four-site example below it gives $-1.854$ eV, whereas the ratio is $-2.310$ eV. Expanding both determinants in occupation-number configurations would work, but for $N$ electrons in $M$ one-particle states there are $\binom{M}{N}$ configurations. What is needed is the mixed quantity

$$\langle c_i^\dagger c_j\rangle\equiv\frac{\langle\Psi|c_i^\dagger c_j|\Phi\rangle}{\langle\Psi|\Phi\rangle},$$

obtained from small matrices. Throughout, $\langle\cdots\rangle$ without named states means this mixed ratio, and $\langle\Psi|\Phi\rangle\neq0$ is assumed.

## Conventions and the overlap

Let $c_i^\dagger$ create an electron in state $i$ of an orthonormal one-particle basis, so that $\{c_i,c_j^\dagger\}=\delta_{ij}$ and two creators anticommute. For a column vector $\phi$ define

$$c^\dagger(\phi)=\sum_i\phi_i c_i^\dagger,\qquad c(\psi)=\sum_i\psi_i^*c_i .$$

The $M\times N$ matrix $\Phi$ has the orbitals $\phi_1,\dots,\phi_N$ as columns, and $\Psi$ has $\psi_1,\dots,\psi_N$. The columns need not be orthonormal. The states are

$$|\Phi\rangle=c^\dagger(\phi_1)\cdots c^\dagger(\phi_N)|0\rangle,\qquad
\langle\Psi|=\langle0|c(\psi_N)\cdots c(\psi_1).$$

The anticommutator of one operator from each side is a number:

$$\{c(\psi_m),c^\dagger(\phi_n)\}=\sum_i\psi_{im}^*\phi_{in}=S_{mn},\qquad S=\Psi^\dagger\Phi .$$

Move $c(\psi_1)$ to the right through the creators. Each creator passed gives a minus sign, and each anticommutator removes one creator. When $c(\psi_1)$ reaches the vacuum it gives zero, so

$$c(\psi_1)|\Phi\rangle=\sum_{n=1}^N(-1)^{n-1}S_{1n}\prod_{k\ne n}c^\dagger(\phi_k)|0\rangle ,$$

with the remaining creators in their original order. The overlap of each term with $\langle0|c(\psi_N)\cdots c(\psi_2)$ is an overlap of $N-1$ electrons. If that is the determinant of $S$ without row 1 and column $n$, the sum is the Laplace expansion of $\det S$ along its first row. For $N=1$ the overlap is $S_{11}$. By induction,

$$O\equiv\langle\Psi|\Phi\rangle=\det(\Psi^\dagger\Phi). \tag{1}$$

## A source term that keeps the state a determinant

Introduce a one-body operator with arbitrary complex coefficients,

$$\hat A=\sum_{ij}A_{ij}c_i^\dagger c_j .$$

Its exponential generates the wanted matrix elements. In the series $e^{\hat A}=1+\hat A+\tfrac12\hat A^2+\cdots$, the terms after $\hat A$ are at least quadratic in the coefficients, so

$$\left.\frac{\partial}{\partial A_{ij}}\ln\langle\Psi|e^{\hat A}|\Phi\rangle\right|_{A=0}
=\frac{\langle\Psi|c_i^\dagger c_j|\Phi\rangle}{\langle\Psi|\Phi\rangle}. \tag{2}$$

All entries $A_{ij}$ are varied independently. If $A$ were restricted to Hermitian matrices, $A_{ij}$ and $A_{ji}$ would change together and the derivative would mix two expectation values. The overlap may be complex, but the choice of branch of the logarithm does not matter, because $d\ln O=dO/O$.

To evaluate the left side we need the action of $e^{\hat A}$ on a determinant. First,

$$\begin{aligned}
[c_i^\dagger c_j,c_k^\dagger]
&=c_i^\dagger(\delta_{jk}-c_k^\dagger c_j)-c_k^\dagger c_i^\dagger c_j\\
&=\delta_{jk}c_i^\dagger-\{c_i^\dagger,c_k^\dagger\}c_j=\delta_{jk}c_i^\dagger .
\end{aligned}$$

Multiplying by $A_{ij}\phi_k$ and summing gives $[\hat A,c^\dagger(\phi)]=c^\dagger(A\phi)$. Now let $f(s)=e^{s\hat A}c^\dagger(\phi)e^{-s\hat A}$. Its derivative is

$$f'(s)=e^{s\hat A}[\hat A,c^\dagger(\phi)]e^{-s\hat A}=e^{s\hat A}c^\dagger(A\phi)e^{-s\hat A}.$$

Each further derivative supplies another factor $A$, so the $n$th derivative at $s=0$ is $c^\dagger(A^n\phi)$. Summing the Taylor series, which converges for finite matrices, gives at $s=1$

$$e^{\hat A}c^\dagger(\phi)e^{-\hat A}=c^\dagger(e^A\phi).$$

Insert $e^{-\hat A}e^{\hat A}$ between neighbouring creators in $e^{\hat A}|\Phi\rangle$. Since $\hat A|0\rangle=0$, the last exponential leaves the vacuum unchanged. Hence $e^{\hat A}|\Phi\rangle$ is the determinant with orbital matrix $e^A\Phi$, and (1) gives

$$\langle\Psi|e^{\hat A}|\Phi\rangle=\det(\Psi^\dagger e^A\Phi). \tag{3}$$

## Taking the derivative

For an invertible matrix $X$,

$$\det(X+\epsilon Y)=\det X\,\det(1+\epsilon X^{-1}Y).$$

In the permutation expansion of $\det(1+\epsilon Z)$, a permutation other than the identity moves at least two indices and contributes at order $\epsilon^2$ or higher. The identity contributes $\prod_n(1+\epsilon Z_{nn})$. Therefore

$$\det(X+\epsilon Y)=\det X\,[1+\epsilon\,\mathrm{tr}(X^{-1}Y)+O(\epsilon^2)].$$

To first order in $A$, the matrix in (3) is $S+\Psi^\dagger A\Phi$. With $X=S$, and using the cyclic property of the trace,

$$\begin{aligned}
\ln\frac{\langle\Psi|e^{\hat A}|\Phi\rangle}{\langle\Psi|\Phi\rangle}
&=\mathrm{tr}(S^{-1}\Psi^\dagger A\Phi)+O(A^2)\\
&=\mathrm{tr}(AP)+O(A^2),
\end{aligned}$$

where

$$P=\Phi(\Psi^\dagger\Phi)^{-1}\Psi^\dagger . \tag{4}$$

Since $\mathrm{tr}(AP)=\sum_{ij}A_{ij}P_{ji}$, comparison with (2) yields

$$\boxed{\;\langle c_i^\dagger c_j\rangle
=\left.\frac{\partial\ln\langle\Psi|e^{\hat A}|\Phi\rangle}{\partial A_{ij}}\right|_{A=0}=P_{ji}\;} \tag{5}$$

The indices are reversed: the matrix with elements $\langle c_i^\dagger c_j\rangle$ is $P^T$. The companion function follows from the anticommutator, $\langle c_jc_i^\dagger\rangle=\delta_{ij}-P_{ji}$. Both are equal-time functions, and either may be called the Green's function, so the operator order must be stated.

The same result can be written with derivatives with respect to the orbitals themselves. Holding $\Psi$ fixed,

$$d\ln O=\mathrm{tr}(S^{-1}\Psi^\dagger d\Phi)=\sum_{jn}(S^{-1}\Psi^\dagger)_{nj}\,d\Phi_{jn}.$$

Thus $\partial\ln O/\partial\Phi_{jn}=(S^{-1}\Psi^\dagger)_{nj}$, and multiplication by $\Phi$ gives

$$P=\Phi\left(\frac{\partial\ln O}{\partial\Phi}\right)^T .$$

## A finite step works too

Let the source be $\lambda c_i^\dagger c_j$. Its matrix is $\lambda E$, where $E$ has a single entry 1 at row $i$, column $j$. If $i\neq j$ then $E^2=0$; if $i=j$ then $E^2=E$. The exponential series therefore sums to

$$e^{\lambda E}=1+gE,\qquad g=\begin{cases}\lambda,&i\ne j,\\ e^\lambda-1,&i=j.\end{cases}$$

Write $E=e_ie_j^T$ with unit vectors $e_i,e_j$. The overlap ratio is $\det(1+g\,uv^T)$, where $u=S^{-1}\Psi^\dagger e_i$ and $v^T=e_j^T\Phi$. The matrix $uv^T$ has rank at most one and trace $v^Tu$, so its eigenvalues are $v^Tu$ and $N-1$ zeros. Consequently

$$\frac{O(\lambda)}{O(0)}=1+g\,v^Tu=1+gP_{ji}. \tag{6}$$

No small-$\lambda$ approximation has been made. An element of $P$ can thus be read from two overlaps at a finite step.

## What kind of matrix $P$ is

From (4),

$$P^2=\Phi S^{-1}(\Psi^\dagger\Phi)S^{-1}\Psi^\dagger=P,\qquad
\mathrm{tr}P=\mathrm{tr}(S^{-1}S)=N .$$

Likewise $P\Phi=\Phi$ and $\Psi^\dagger P=\Psi^\dagger$. So $P$ is a projector onto the space spanned by the walker orbitals, and it annihilates every vector orthogonal to the trial orbitals. Such a projection is oblique when the two spaces differ. Indeed, the range of $P$ is the span of $\Phi$ and the range of $P^\dagger$ is the span of $\Psi$, so $P=P^\dagger$ requires the spans to agree. If they do agree, $\Phi=\Psi R$ with $R$ invertible, and $P=\Psi(\Psi^\dagger\Psi)^{-1}\Psi^\dagger$ is the usual Hermitian density matrix of one determinant.

For different spans, $P_{ii}$ is a ratio of matrix elements between different states. It can be complex and should not be read as an occupation probability.

Replacing $\Phi$ by $\Phi R$ and $\Psi$ by $\Psi T$, with $R$ and $T$ invertible, changes $S$ to $T^\dagger SR$. The extra factors cancel in (4). The overlap itself is multiplied by the constant $\det(T^\dagger)\det R$, which its logarithmic derivative does not see. A walker may therefore be re-orthonormalized without changing $P$.

## Failure at a node

At $O=0$ the inverse in (4) does not exist. Writing $S^{-1}=\mathrm{adj}(S)/O$, with $\mathrm{adj}(S)$ the adjugate, gives

$$O\,P=\Phi\,\mathrm{adj}(S)\,\Psi^\dagger .$$

The right side is a polynomial in the entries of $\Phi$ and stays finite. By continuity its $ji$ element equals $\langle\Psi|c_i^\dagger c_j|\Phi\rangle$ even at the node. Suppose $S$ has rank $N-1$ there and both states $|\Phi\rangle$, $|\Psi\rangle$ are nonzero, so that $\Phi$ and $\Psi$ each have linearly independent columns. Some $(N-1)\times(N-1)$ minor of $S$ is then nonzero, so $\mathrm{adj}(S)\neq0$. Multiplying $\Phi\,\mathrm{adj}(S)\,\Psi^\dagger$ by $(\Phi^\dagger\Phi)^{-1}\Phi^\dagger$ on the left and $\Psi(\Psi^\dagger\Psi)^{-1}$ on the right returns $\mathrm{adj}(S)$, so this matrix does not vanish, and $P$ diverges as $1/|O|$ on approach. The physical matrix elements are regular; it is division by the overlap that fails. Estimators built from $P$ can therefore fluctuate strongly when walkers come near a node.

## Two-body terms from one more derivative

An interaction requires products of one-body operators. Let $\hat B=\sum_{kl}B_{kl}c_k^\dagger c_l$, and replace the walker by $e^{\mu\hat B}|\Phi\rangle$, whose orbital matrix is $e^{\mu B}\Phi$. Equation (5) then reads

$$\frac{\langle\Psi|\hat A e^{\mu\hat B}|\Phi\rangle}{\langle\Psi|e^{\mu\hat B}|\Phi\rangle}=\mathrm{tr}[AP(\mu)].$$

By the quotient rule, the derivative of the left side at $\mu=0$ is $\langle\hat A\hat B\rangle-\langle\hat A\rangle\langle\hat B\rangle$. On the right, $\Phi'=B\Phi$ and $(S^{-1})'=-S^{-1}\Psi^\dagger B\Phi S^{-1}$, so

$$P'(0)=BP-PBP=(1-P)BP .$$

Therefore

$$\langle\hat A\hat B\rangle=\mathrm{tr}(AP)\,\mathrm{tr}(BP)+\mathrm{tr}[A(1-P)BP]. \tag{7}$$

Choosing a single nonzero entry in each matrix gives

$$\langle c_i^\dagger c_jc_k^\dagger c_l\rangle=P_{ji}P_{lk}+(\delta_{jk}-P_{jk})P_{li}.$$

This is Wick's theorem for two one-body operators between different determinants.

## Local energy of the Hubbard model

Consider

$$\hat H=\sum_{ij,s}K_{ij}c_{is}^\dagger c_{js}+U\sum_i n_{i\uparrow}n_{i\downarrow},$$

where $s$ is the spin, $n_{is}=c_{is}^\dagger c_{is}$, $K$ is a Hermitian hopping matrix and $U$ is the on-site repulsion. Let each orbital of both determinants have a definite spin, with equal numbers of up orbitals in $\Psi$ and $\Phi$, and likewise for down. The full $P$ then has separate blocks $P_\uparrow$ and $P_\downarrow$. For $\hat A=n_{i\uparrow}$ and $\hat B=n_{i\downarrow}$, the second term of (7) would need an element of $1-P$ connecting opposite spins. There is none, so

$$E_L=\sum_s\mathrm{tr}(KP_s)+U\sum_i(P_\uparrow)_{ii}(P_\downarrow)_{ii}. \tag{8}$$

If $P$ has elements connecting opposite spins, the second term of (7) is $-P_{i\uparrow,i\downarrow}P_{i\downarrow,i\uparrow}$, which need not vanish; the general formula (7) is then required.

If the columns of $\Psi_s$ are eigenvectors of $K$, then $\Psi_s^\dagger K=\varepsilon_s\Psi_s^\dagger$, with $\varepsilon_s$ the diagonal matrix of their eigenvalues. It follows that

$$\mathrm{tr}(KP_s)=\mathrm{tr}(S_s^{-1}\Psi_s^\dagger K\Phi_s)=\mathrm{tr}(S_s^{-1}\varepsilon_sS_s)=\mathrm{tr}\,\varepsilon_s .$$

With such a trial state the hopping part is the same for every walker, and only the interaction part varies.

A single local energy is not an expectation value of $\hat H$ in one state, so the variational theorem does not bound it. Its use lies in a weighted average. Suppose the ground state is $|\Psi_0\rangle=\sum_k a_k|\Phi_k\rangle$, with every $O_k=\langle\Psi|\Phi_k\rangle$ nonzero and $\langle\Psi|\Psi_0\rangle\ne0$. Projecting $\hat H|\Psi_0\rangle=E_0|\Psi_0\rangle$ on $\langle\Psi|$ gives

$$E_0=\frac{\sum_k a_kO_kE_{L,k}}{\sum_k a_kO_k}.$$

## Four sites, three electrons

Take an open four-site chain with $K_{i,i+1}=K_{i+1,i}=-1$ eV, $U=4$ eV, two up electrons and one down electron. These are round model parameters. The trial state fills the lowest hopping orbitals:

$$\begin{aligned}
\psi_1&=(0.3717,\;0.6015,\;0.6015,\;0.3717)^T,\\
\psi_2&=(0.6015,\;0.3717,\;-0.3717,\;-0.6015)^T,
\end{aligned}$$

with levels $-1.6180$ and $-0.6180$ eV. The walker is made by multiplying the amplitude on site $i$ by $e^{0.5x_i}$ for up spin and $e^{-0.5x_i}$ for down spin, with $x=(1,-1,1,1)$. This is the form of factor a discrete auxiliary field produces. The up factors are 1.6487 on sites 1, 3 and 4, and 0.6065 on site 2.

The up-spin overlap matrix and its inverse are

$$S_\uparrow=\begin{pmatrix}1.2717&-0.2330\\-0.2330&1.5047\end{pmatrix},\qquad
S_\uparrow^{-1}=\begin{pmatrix}0.8093&0.1253\\0.1253&0.6840\end{pmatrix},$$

and $O_\uparrow=1.2717\times1.5047-0.2330^2=1.859$. For $\langle c_{1\uparrow}^\dagger c_{2\uparrow}\rangle=(P_\uparrow)_{21}$ we need row 2 of $\Phi_\uparrow$ and row 1 of $\Psi_\uparrow$:

$$\begin{aligned}
(P_\uparrow)_{21}
&=0.6065\,(0.6015,\;0.3717)\,S_\uparrow^{-1}
\begin{pmatrix}0.3717\\0.6015\end{pmatrix}\\
&=(0.3648,\;0.2255)\begin{pmatrix}0.3763\\0.4580\end{pmatrix}=0.2405 .
\end{aligned}$$

Now obtain it from overlaps. With the source $0.1\,c_{1\uparrow}^\dagger c_{2\uparrow}$, the up overlap changes from 1.859141 to 1.903862. By (6),

$$\frac{1.903862/1.859141-1}{0.1}=0.2405 .$$

With the source $0.1\,n_{1\uparrow}$ the overlap becomes 1.993047, and

$$\frac{1.993047/1.859141-1}{e^{0.1}-1}=0.6848=(P_\uparrow)_{11}.$$

The reversed element is $(P_\uparrow)_{12}=0.6539$, so the index order has visible consequences. The ratio of the two elements can be traced. Here $\Phi_\uparrow=D\Psi_\uparrow$ with $D$ the diagonal matrix of site factors, so $P_\uparrow=DW$, where $W=\Psi_\uparrow S_\uparrow^{-1}\Psi_\uparrow^T$ is symmetric. Thus $(P_\uparrow)_{12}/(P_\uparrow)_{21}=1.6487/0.6065=2.718$.

For the energy, the hopping part of each spin is minus the sum of the six nearest-neighbour elements of $P_s$. For up spin this is

$$-(0.6539+0.2405+0.1203+0.3269+0.4472+0.4472)=-2.236\ \text{eV},$$

which agrees with $-1.618-0.618$ eV. Down spin contributes $-1.618$ eV, for a total of $-3.854$ eV. The diagonals are

$$\begin{aligned}
\mathrm{diag}\,P_\uparrow&=(0.6848,\;0.2689,\;0.5462,\;0.5000),\\
\mathrm{diag}\,P_\downarrow&=(0.0852,\;0.6065,\;0.2231,\;0.0852).
\end{aligned}$$

The field moves up-spin weight away from site 2 and down-spin weight towards it. The interaction part is

$$4\,(0.0584+0.1631+0.1219+0.0426)=1.544\ \text{eV}.$$

The local energy is therefore

$$E_L=-3.854+1.544=-2.310\ \text{eV}=-3.702\times10^{-19}\ \text{J}.$$

A direct calculation with fermion operators in the full Fock space gives the same value. The trial determinant has energy $-1.854$ eV. Its hopping part is also $-3.854$ eV, so the whole difference of $-0.456$ eV comes from the interaction term. The lowest energy of this model with the same electron numbers is $-2.623$ eV. That this walker's value lies between the two is a feature of the chosen field, not a bound.

## Computed values

```
sites 4, up electrons 2, down electrons 1
hopping 1.0 eV, U 4.0 eV, gamma 0.5
field x_i:  1.000000 -1.000000  1.000000  1.000000
hopping levels (eV): -1.618034 -0.618034  0.618034  1.618034
trial orbital 1:  0.371748  0.601501  0.601501  0.371748
trial orbital 2:  0.601501  0.371748 -0.371748 -0.601501
up site factors exp(gamma x):  1.648721  0.606531  1.648721  1.648721
down site factors exp(-gamma x):  0.606531  1.648721  0.606531  0.606531
up overlap matrix row 1:  1.271653 -0.233041
up overlap matrix row 2: -0.233041  1.504694
its inverse row 1:  0.809349  0.125349
its inverse row 2:  0.125349  0.684000
up overlap O_up:  1.859141
down overlap O_dn:  0.983599
total overlap:  1.828649
P_up row 1:  0.684847  0.653879  0.092423 -0.223607
P_up row 2:  0.240549  0.268941  0.120274 -0.000000
P_up row 3:  0.092423  0.326939  0.546212  0.447214
P_up row 4: -0.223607 -0.000000  0.447214  0.500000
P_dn row 1:  0.085218  0.137886  0.137886  0.085218
P_dn row 2:  0.374813  0.606460  0.606460  0.374813
P_dn row 3:  0.137886  0.223104  0.223104  0.137886
P_dn row 4:  0.085218  0.137886  0.137886  0.085218
trace P_up, trace P_dn:  2.000000  1.000000
finite step lambda:  0.100000
O_up after exp(lambda c1^dagger c2):  1.903862
(ratio-1)/lambda, equals P_up(2,1):  0.240549
O_up after exp(lambda n1):  1.993047
(ratio-1)/(exp(lambda)-1), equals P_up(1,1):  0.684847
site products P_up(i,i) P_dn(i,i):  0.058361  0.163102  0.121862  0.042609
hopping part of local energy (eV): -3.854102
sum of occupied levels (eV): -3.854102
interaction part of local energy (eV):  1.543739
local energy from P (eV): -2.310363
local energy from Fock space (eV): -2.310363
local energy (J): -3.70161e-19
energy of the trial determinant (eV): -1.854102
lowest energy of the model, same sector (eV): -2.623135
```
